\section*{Why the Kubo-Greenwood dc conductivity on a grid needs a window}

\section{Result and conditions}

The zero-temperature dc conductivity of a perfect crystal contains the square of a delta function in energy. On a finite grid of $k$ points this square has no usable value, so each level must be given a width. With the Green function
\begin{equation}
G(E)=\frac{1}{E-H+i\eta}
\end{equation}
the width is a Lorentzian of half-width $\eta$, and the converged conductivity is that of the Boltzmann equation with
\begin{equation}
\tau=\frac{\hbar}{2\eta}.
\label{tau}
\end{equation}
At a fixed energy $E$, a regular grid gives this value reliably when $\eta$ is at least about the energy step between neighbouring $k$ points,
\begin{equation}
\Delta=\hbar |v|\,\delta k .
\label{step}
\end{equation}
In two or three dimensions this step is much larger than the mean spacing of all the levels.

The setting is one band of independent electrons with a constant $\eta$ and no vertex corrections: scattering enters as a decay rate common to all states. Also, $\eta$ must be small against the energies over which the band changes. Formulas keep $\hbar$ and $e>0$; numbers are in Hartree atomic units, where both equal 1.

\section{Where the square comes from}

A field $F\cos\omega t$ acts on the electrons through the perturbation $eAv$, with a vector potential of amplitude $F/\omega$. Each of its two exponentials has strength $eF/2\omega$. The golden rule then gives the net absorbed power, with $g_s=2$ for spin and occupations $f_m$:
\begin{equation}
P=g_s\sum_{mn}\hbar\omega\,(f_m-f_n)\,\frac{2\pi}{\hbar}
\frac{e^2F^2}{4\omega^2}|v_{nm}|^2\,\delta(\varepsilon_n-\varepsilon_m-\hbar\omega).
\end{equation}
Setting $P=V\sigma F^2/2$ gives
\begin{equation}
\sigma(\omega)=\frac{\pi e^2g_s}{V}\sum_{mn}|v_{nm}|^2\,
\frac{f_m-f_n}{\omega}\,\delta(\varepsilon_n-\varepsilon_m-\hbar\omega).
\end{equation}
For $\omega\to0$ the quotient becomes $\hbar(-f')$. At zero temperature $-f'(\varepsilon)=\delta(E-\varepsilon)$, with $E$ the Fermi energy, so
\begin{equation}
\sigma=\frac{\pi\hbar e^2g_s}{V}\sum_{mn}|v_{nm}|^2\,
\delta(E-\varepsilon_m)\,\delta(E-\varepsilon_n).
\label{kg}
\end{equation}
In a one-band crystal the velocity is diagonal in $k$. Both delta functions then refer to the same level, and their product is infinite if a grid level lies at $E$ and zero otherwise.

Physically, sharp Bloch states carry current without decay, so the dc conductivity is not finite. Scattering supplies the missing width. A constant self-energy $-i\eta$ turns each delta function into
\begin{equation}
L_\eta(x)=\frac{1}{\pi}\frac{\eta}{x^2+\eta^2},\qquad
\operatorname{Im}G=\frac{G-G^\dagger}{2i}=-\pi L_\eta(E-H).
\end{equation}
Two factors of $-1/\pi$ combine with the $\pi$ in \eqref{kg} to give
\begin{equation}
\sigma=\frac{g_se^2\hbar}{\pi V}\operatorname{Tr}[v\operatorname{Im}G\,v\operatorname{Im}G]
=\frac{\pi\hbar e^2g_s}{V}\sum_k v_k^2L_\eta^2(E-\varepsilon_k).
\label{sum}
\end{equation}

\section{The window sets the relaxation time}

The Lorentzian is the transform of an exponential decay:
\begin{equation}
\int\frac{du}{2\pi}e^{iux-\eta|u|}
=\frac{1}{2\pi}\left(\frac{1}{\eta-ix}+\frac{1}{\eta+ix}\right)=L_\eta(x).
\end{equation}
Parseval's theorem therefore gives
\begin{equation}
\int dx\,L_\eta^2(x)=\int\frac{du}{2\pi}e^{-2\eta|u|}=\frac{1}{2\pi\eta}.
\label{square}
\end{equation}
When $v^2$ and the density of states vary little over $\eta$, $L_\eta^2$ acts as $\delta(E-\varepsilon)/(2\pi\eta)$, and \eqref{sum} becomes
\begin{equation}
\sigma_B=e^2\,\frac{\hbar}{2\eta}\,\frac{g_s}{V}\sum_kv_k^2\,\delta(E-\varepsilon_k).
\label{boltz}
\end{equation}

To identify the prefactor, consider the stationary Boltzmann equation for charge $-e$,
\begin{equation}
-\frac{eF}{\hbar}\frac{\partial f}{\partial k}=-\frac{f-f_0}{\tau}
\quad\Rightarrow\quad f-f_0=eF\tau v f_0'
\end{equation}
to first order in $F$. The current density $-e(g_s/V)\sum_k v(f-f_0)$ is $F$ times $e^2\tau(g_s/V)\sum_kv^2(-f_0')$. Comparison with \eqref{boltz} gives \eqref{tau}. The factor 2 has a direct meaning: amplitudes decay as $e^{-\eta t/\hbar}$, probabilities as $e^{-2\eta t/\hbar}$.

The width convention matters. If a single delta function $\delta(\varepsilon_n-\varepsilon_m)$ is broadened by a Lorentzian of half-width $\Gamma$, its diagonal value is $1/(\pi\Gamma)$ and $\tau=\hbar/\Gamma$. The two conventions agree for $\Gamma=2\eta$. For any normalized window $w$ replacing both delta functions in \eqref{kg}, the same steps give
\begin{equation}
\tau=\pi\hbar\int dx\,w^2(x).
\end{equation}
A Gaussian of standard deviation $s$ has $\int w^2=1/(2s\sqrt\pi)$, hence $\tau=\sqrt\pi\,\hbar/(2s)$. At equal numerical width, $s=\eta$, the conductivity is larger by $\sqrt\pi$. The window's shape is therefore part of the physical input.

\section{How fine the grid must be}

Near a Fermi point of a chain, the levels lie at distances $(j+\theta)\Delta$ from $E$, with integer $j$ and an offset $\theta$. Replacing the sum by an integral would give $1/(2\pi\eta\Delta)$, so the ratio of grid value to Boltzmann value is
\begin{equation}
R=2\pi\eta\Delta\sum_jL_\eta^2\big((j+\theta)\Delta\big).
\label{ratio}
\end{equation}
This is periodic in $\theta$. Its Fourier coefficients are values of the transform of $L_\eta^2$, which is a convolution of two exponentials. For $u>0$,
\begin{align}
\int dx\,L_\eta^2(x)e^{-iux}
&=\frac{1}{2\pi}\int du'\,e^{-\eta|u'|-\eta|u-u'|}\nonumber\\
&=\frac{1}{2\pi}\left(u+\frac1\eta\right)e^{-\eta u}
=\frac{(1+\eta u)e^{-\eta u}}{2\pi\eta}.
\end{align}
The term $u$ comes from $0<u'<u$, and $1/\eta$ from the two outer ranges. With $u=2\pi m/\Delta$,
\begin{equation}
R=1+2\sum_{m\ge1}(1+mx)e^{-mx}\cos(2\pi m\theta),\qquad
x=\frac{2\pi\eta}{\Delta}.
\label{poisson}
\end{equation}
For a periodic chain of length $L$, $\delta k=2\pi/L$. With the mean free path $l=|v|\tau$ this gives
\begin{equation}
x=\frac{\eta L}{\hbar|v|}=\frac{L}{2l}.
\end{equation}
The grid error comes from electrons that go round the periodic chain before they decay. At $\eta=\Delta$, the leading term is $2(1+2\pi)e^{-2\pi}=0.027$. At $\eta=1.2\Delta$, or $L\approx15l$, it is below 1\%.

For $\eta\ll\Delta$, \eqref{ratio} is simpler to use directly. On a level ($\theta=0$), the term $L_\eta^2(0)=1/(\pi\eta)^2$ dominates. Midway ($\theta=1/2$), each term is approximately $\eta^2/(\pi^2x_j^4)$ with $x_j=(j+\frac12)\Delta$, and $\sum_j(j+\frac12)^{-4}=\pi^4/3$. Thus
\begin{equation}
R_{\rm on}\simeq\frac{2\Delta}{\pi\eta},\qquad
R_{\rm mid}\simeq\frac{2\pi^3}{3}\left(\frac{\eta}{\Delta}\right)^3 .
\end{equation}
Since $\sigma_B\propto1/\eta$, the grid conductivity diverges as $\eta^{-2}$ in the first case and vanishes as $\eta^2$ in the second. These are the two values of the squared delta function, approached smoothly.

\section{A chain in numbers}

Take $\varepsilon=-2t\cos ka$ with $t=0.05$ hartree and $a=5$ bohr, at the band centre $E=0$. The speed is $|v|=2ta/\hbar=0.5$. For $\eta=0.002$ hartree,
\begin{equation}
\tau=\frac{1}{2(0.002)}=250\ \text{a.u.}=6.05\ \text{fs},\qquad
l=0.5\times250=125\ \text{bohr}.
\end{equation}
Each of the two Fermi points contributes $|v|/(2\pi\hbar)$ to $\int(dk/2\pi)\,v^2\delta(E-\varepsilon)$, so
\begin{equation}
\sigma_B=\frac{g_se^2\tau|v|}{\pi\hbar}
=\frac{2\times250\times0.5}{\pi}=79.58\ \frac{e^2\,\text{bohr}}{\hbar}.
\end{equation}
The current of a displaced Fermi sea gives the same value. The grid sums at this $\eta$, in the same unit, are:

\begin{center}
\begin{tabular}{rrrr}
$k$ points & $\eta/\Delta$ & on level & midway\\
40 & 0.13 & 398.1 & 3.0\\
100 & 0.32 & 162.1 & 27.2\\
200 & 0.64 & 94.6 & 65.5\\
400 & 1.27 & 80.0 & 79.1\\
800 & 2.55 & 79.6 & 79.6
\end{tabular}
\end{center}

With 40 points, moving the grid by half a step changes the result by a factor of about 130. With 400 points, the two results lie within 0.7\% of $\sigma_B$. All ten sums were tested against \eqref{poisson} to 1\%. The real-space trace for 200 sites gives 94.6, the same unconverged value as the 200-point sum: changing the representation does not refine the spectrum.

\section{The upper limit on the width}

The cosine band shows what happens when $\eta$ is too large. Let $A=4t^2$, $b=\eta^2$, $c=\cos ka$, and let angle brackets denote the zone average. The standard average $\langle(p+q\cos2ka)^{-1}\rangle=(p^2-q^2)^{-1/2}$, with $p=b+A/2$ and $q=A/2$, gives
\begin{equation}
J(b)=\left\langle\frac{1}{Ac^2+b}\right\rangle=\frac{1}{\sqrt{b(b+A)}} .
\end{equation}
Writing $\sin^2ka=[(A+b)-(Ac^2+b)]/A$ and using $\langle(Ac^2+b)^{-2}\rangle=-J'(b)$,
\begin{align}
\left\langle\frac{\sin^2ka}{(Ac^2+b)^2}\right\rangle
&=\frac{A+b}{A}\,\frac{2b+A}{2[b(b+A)]^{3/2}}-\frac{1}{A\sqrt{b(b+A)}}\nonumber\\
&=\frac{(2b+A)-2b}{2Ab\sqrt{b(b+A)}}
=\frac{1}{2b\sqrt{b(b+A)}} .
\end{align}
Multiplying by $\pi\hbar e^2g_s/a$ and by the factors $Aa^2/\hbar^2$ from $v^2$ and $\eta^2/\pi^2$ from $L_\eta^2$,
\begin{equation}
\sigma=\frac{g_se^2aA}{2\pi\hbar\eta\sqrt{A+\eta^2}}
=\frac{\sigma_B}{\sqrt{1+\eta^2/4t^2}} .
\end{equation}
At $\eta=0.002$ hartree the loss is 0.02\%; at $\eta=t$ it is 11\%. For this chain at its band centre, the useful range is therefore $\Delta\lesssim\eta\ll2t$. Near a band edge, the distance to the edge is a further energy that $\eta$ must not reach.

\section{Temperature and dimension}

At finite temperature the fixed-energy result is averaged with $-f'(E)$. Closing the contour around the double poles of $f'$ at $i\pi k_BT(2n+1)$, measured from the chemical potential, gives for $q>0$
\begin{equation}
\int dE\,(-f')e^{iqE}=2\pi qk_BT\sum_{n\ge0}e^{-(2n+1)\pi qk_BT}
=\frac{\pi qk_BT}{\sinh(\pi qk_BT)} .
\end{equation}
Each oscillating term in \eqref{poisson} is multiplied by this factor at $q=2\pi m/\Delta$. For $k_BT=\Delta$ and $m=1$ it is about $10^{-7}$, so the sum converges even for $\eta\ll\Delta$. With 200 points, $k_BT=\Delta$ (992 K) and $\eta=\Delta/10$, both grid positions give $0.998\,\sigma_B$, whereas at fixed energy the ratios are 6.4 and 0.02. The missing 0.16\% is the thermal average of the speed, which falls as $1-E^2/8t^2$ away from the band centre: $\pi^2(k_BT)^2/(24t^2)=0.0016$. Temperature cures the sampling here, but the conductivity remains proportional to $1/\eta$.

In two dimensions, each row of the grid is a chain sum. If $\eta$ reaches the largest step along the row, the rows converge one by one. For a $40\times40$ square lattice with the same $t$ and $a$, at $E=-0.05$ hartree, that step is 0.0157 hartree, while the band width divided by the number of levels is 0.00025 hartree. The rms error over random grid shifts, relative to a much finer grid at the same $\eta$, is 0.1\% at the step, 8--9\% at a quarter of it, and 60--70\% at the mean spacing; the ranges reflect the sampling of the shifts. At this energy the errors of different rows partly cancel for a typical shift, but this cannot be relied on. At a quarter of the step, the grid shifted by half a step in both directions is off by $-32\%$. At $E=0$, where the Fermi line is straight and the rows add in phase, the rms error is about 40\%, and the unshifted and half-shifted grids are both too high by a factor of 2. At the mean spacing, a few levels carry the sum.

\section{What to do}

Choose $\eta=\hbar/2\tau$ from the relaxation time to be modelled, then refine the grid until $\Delta\lesssim\eta/1.2$ for the fastest states at $E$. Do not lower $\eta$ on a fixed grid in search of a limit. If $\tau$ is unknown, report $\sigma/\tau=2\eta\sigma/\hbar$, refining the grid first and reducing $\eta$ afterwards. Since vertex corrections are absent, $\tau$ is to be taken as the transport time. These rules hold when $\eta$ is the only scattering, as in a perfect one-band crystal. If $H$ itself contains disorder, $\eta$ adds to the intrinsic scattering and $2\eta\sigma/\hbar$ is not constant: for an 800-site ring with site energies spread uniformly over $\pm t/2$, near the band centre, it falls from 0.28 to 0.11 as $\eta$ goes from 0.016 to 0.001 hartree, against 0.32 for the clean chain.

A half-step shift of the grid is an inexpensive check. In the chain with 200 points it gives 94.6 and 65.5, which exposes the error at once. Their mean, 80.0, is the 400-point result, because the two grids together form the finer one. Disagreement proves that the grid is too coarse, but agreement alone does not prove convergence: if $E$ lies a quarter step from the nearest level, the two offsets are $\theta=1/4$ and $3/4$, and \eqref{poisson} gives the same value for both at any $\eta$. The condition on $\Delta$ must therefore be checked as well. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
hopping t = 0.05 hartree, a = 5.0 bohr
eta = 0.002 hartree, speed at E=0 = 0.500 a.u.
integral of L^2 = 79.5775 1/hartree
1/(2 pi eta)    = 79.5775 1/hartree
tau = 250.0 a.u. of time = 6.047 fs
mean free path = 125.0 bohr
conductivities in e^2 bohr/hbar:
Boltzmann 79.5775, displaced sea 79.5775
Kubo, 4000 k points 79.5616
Kubo, real-space trace, 200 sites 94.6338
Gaussian window, s = eta: 141.0333
Gaussian tau = 443.11 a.u. of time
eta = t: Kubo/Boltzmann = 0.89443
fixed eta; sigma in e^2 bohr/hbar, step in hartree
n, step, eta/step, sigma on level, sigma midway
  40 0.015708 0.127 398.104 2.991
 100 0.006283 0.318 162.100 27.168
 200 0.003142 0.637 94.634 65.451
 400 0.001571 1.273 80.043 79.081
 800 0.000785 2.546 79.562 79.561
fixed n = 200, step = 0.003142 hartree
eta/step, Kubo/Boltzmann on level, midway
2.00 0.99813 9.979e-01
1.00 1.02683 9.724e-01
0.50 1.38685 6.675e-01
0.25 2.56569 2.081e-01
0.10 6.36755 1.913e-02
0.02 31.83100 1.648e-04
thermal: kT = 0.003142 hartree = 992 K
thermal, eta = step/10: Kubo/Boltzmann
  on level: 0.99837
  midway: 0.99837
square lattice 40 x 40, E = -0.05 hartree
largest step along kx = 0.015708 hartree
band width/number of levels = 0.000250 hartree
rms relative error over 400 random grid shifts:
  eta = step: 1.13e-03
  eta = step/4: 8.08e-02
  eta = mean spacing: 6.26e-01
\end{verbatim}
